# Optimal Punch-Through Drift Region at Fixed Critical Field

An n-channel unipolar power switch, such as a power field-effect transistor, carries its on-state current by electrons through the same lightly doped layer that must hold off the voltage when the switch is off. In one dimension the layer occupies $0<x<W$ and has uniform donor density $N$. A heavily doped p region lies at $x<0$ and a heavily doped n contact at $x>W$. In the blocking state the n side is positive by a total junction voltage $V$, in which the built-in voltage is included.

Assume until part (e) that breakdown occurs when the largest field reaches a critical value $E_c$, the same for every $N$ and $W$. Donors are fully ionized, the depleted region contains no mobile charge, and the heavily doped regions take up no voltage. In the on state electrons enter the layer through a gated channel that bypasses the p region; the channel itself is not modelled. The electron density is then taken as $N$ throughout the layer, with no injected holes, and the mobility $\mu$ is fixed. The permittivity is $\varepsilon$ and the elementary charge is $q>0$. The specific resistance $R$ is resistance times area.

## Part (a): field, voltage and resistance

**Question.** For a fully depleted layer at the edge of breakdown, find the field profile. Express $V$ and $R$ through $E_c$ and the fractional fall of the field across the layer,
$$
\eta=\frac{qNW}{\varepsilon E_c}.
$$

**Model answer.** The potential $\phi$ rises from the p side to the n side, so the field vector points towards negative $x$. Let $E=d\phi/dx$ be its magnitude. Poisson's equation is $d^2\phi/dx^2=-qN/\varepsilon$, because the ionized donors are positive. Hence
$$
\frac{dE}{dx}=-\frac{qN}{\varepsilon},\qquad E(x)=E_c-\frac{qN}{\varepsilon}x .
$$
The peak is at the junction, $x=0$, and equals $E_c$ at breakdown. At the far end $E(W)=E_c(1-\eta)$. Full depletion requires this to be non-negative, so $0<\eta\le1$.

The voltage is the area under the field:
$$
V=\int_0^W E\,dx=E_cW-\frac{qNW^2}{2\varepsilon}
=E_cW\left(1-\frac{\eta}{2}\right),
$$
where $qNW/\varepsilon=\eta E_c$ was used. Therefore
$$
W=\frac{V}{E_c(1-\eta/2)},\qquad N=\frac{\varepsilon E_c\eta}{qW}.
$$

In the on state the conductivity is $q\mu N$, so $R=W/(q\mu N)$. Inserting $N$, and then $W$, gives
$$
R=\frac{W^2}{\varepsilon\mu E_c\eta}
=\frac{V^2}{\varepsilon\mu E_c^3}\,
\frac{1}{\eta(1-\eta/2)^2}.
$$
At fixed $V$ a single free parameter, $\eta$, remains. As $\eta\to0$ the thickness falls to its lower limit $V/E_c$, but the doping vanishes and $R$ diverges.

## Part (b): the non-punch-through reference

**Question.** The non-punch-through (NPT) layer is the one in which the field just reaches zero at the far contact. Find its thickness, doping and resistance. Can a still thicker layer do better?

**Model answer.** Zero field at $x=W$ means $\eta=1$. With subscript 0 for this design,
$$
W_0=\frac{2V}{E_c},\qquad
N_0=\frac{\varepsilon E_c}{qW_0}=\frac{\varepsilon E_c^2}{2qV},\qquad
R_0=\frac{4V^2}{\varepsilon\mu E_c^3}.
$$

If $W>W_0$, suppose first that the layer is not fully depleted. The field is then a triangle of height $E_c$ and base $x_d=\varepsilon E_c/(qN)$, and
$$
V=\frac{E_cx_d}{2}=\frac{\varepsilon E_c^2}{2qN}.
$$
This fixes $N=N_0$ and $x_d=W_0$, whatever the thickness. Full depletion is no alternative, since it needs $W=V/[E_c(1-\eta/2)]\le 2V/E_c$. The extra material is therefore undepleted at breakdown. It holds no voltage but conducts in series, so $R=R_0W/W_0>R_0$. The best design must lie in $0<\eta\le1$.

## Part (c): the optimum

**Question.** Find the least resistance at given $V$, prove that it is a global minimum, and compare it with $R_0$. How sensitive is $R$ to the thickness?

**Model answer.** Minimizing $R$ means maximizing $f(\eta)=\eta(1-\eta/2)^2$. Its derivative is
$$
f'=\left(1-\frac{\eta}{2}\right)^2-\eta\left(1-\frac{\eta}{2}\right)
=\left(1-\frac{\eta}{2}\right)\left(1-\frac{3\eta}{2}\right).
$$
The zeros are $\eta=2$, outside the allowed range, and $\eta=2/3$. There $f=(2/3)(2/3)^2=8/27$.

To see that no other allowed design is better, expand $f=\eta-\eta^2+\eta^3/4$ and compare it with
$$
\frac14\left(\eta-\frac23\right)^2\left(\frac83-\eta\right)
=\frac14\left(\eta^2-\frac43\eta+\frac49\right)\left(\frac83-\eta\right).
$$
On the right, the constant is $8/27$. The linear coefficient is $\frac14(-\frac{32}{9}-\frac49)=-1$, the quadratic one is $\frac14(\frac83+\frac43)=1$, and the cubic one is $-\frac14$. Thus
$$
\frac{8}{27}-f(\eta)=\frac14\left(\eta-\frac23\right)^2\left(\frac83-\eta\right)\ge0
\qquad(0<\eta\le1),
$$
with equality only at $\eta=2/3$. The optimal punch-through (PT) design, subscript 1, is
$$
W_1=\frac{3V}{2E_c},\qquad
N_1=\frac{\varepsilon E_c}{qW_1}\,\frac23=\frac{4\varepsilon E_c^2}{9qV},\qquad
E(W_1)=\frac{E_c}{3},
$$
$$
R_1=\frac{27}{8}\frac{V^2}{\varepsilon\mu E_c^3},\qquad
\boxed{\frac{R_1}{R_0}=\frac{27/8}{4}=\frac{27}{32}} .
$$

Two competing changes make up this factor. The thickness is $W_1/W_0=3/4$ of the reference, which lowers $R$. The doping is $N_1/N_0=(4/9)/(1/2)=8/9$ of the reference, which raises it. Their quotient is $(3/4)/(8/9)=27/32$. The trapezoidal field uses a shorter layer more evenly, at the cost of some donors.

For the sensitivity, put $w=E_cW/V=1/(1-\eta/2)$. Then $\eta=2(w-1)/w$ and $f=2(w-1)/w^3$. Since $R/R_0=1/(4f)$,
$$
\frac{R}{R_0}=\frac{w^3}{8(w-1)},\qquad 1<w\le2 .
$$
This is flat around $w=3/2$ and diverges as $w\to1$. Here $N$ is readjusted at each thickness to keep $V$ fixed.

## Part (d): a 100 V germanium layer

**Question.** Evaluate both designs for $V=100$ V, with rough values for n-type germanium at 300 K: $E_c=0.20$ MV/cm, $\mu=3900$ cm$^2$/Vs and relative permittivity 16.

**Model answer.** The permittivity is $\varepsilon=16\times8.854\times10^{-14}=1.417\times10^{-12}$ F/cm. For the reference, $W_0=2V/E_c=10$ µm and
$$
N_0=\frac{(1.417\times10^{-12})(2\times10^5)^2}
{2(1.602\times10^{-19})(100)}
=1.77\times10^{15}\ \mathrm{cm^{-3}},
$$
$$
R_0=\frac{10^{-3}}{(1.602\times10^{-19})(3900)(1.768\times10^{15})}\ \Omega\,\mathrm{cm^2}
=0.905\ \mathrm{m\Omega\,cm^2}.
$$
For the optimum, $W_1=7.5$ µm, $N_1=1.57\times10^{15}$ cm$^{-3}$ and $R_1=0.764$ mΩ cm$^2$. The ratio is $0.844$, a reduction of 15.6% relative to $R_0$. A finite-difference solution of Poisson's equation for this layer at 100 V gives a peak field of 0.200 MV/cm and a far-end field of 0.067 MV/cm, as required.

The formula of part (c) gives $R/R_0=0.858$ at 7.0 µm and $0.877$ at 8.5 µm. At 6.5 µm it is already $0.915$, so, with $N$ readjusted to keep 100 V, a design thinner than the optimum costs more than one thicker by the same amount. A thickness error at fixed $N=N_1$ acts differently: at 6.5 µm the resistance falls to $0.73R_0$, but the layer blocks only 92 V. A layer of 12.5 µm has $R/R_0=1.25$, from its undepleted quarter of the reference thickness.

At a current density of 100 A/cm$^2$ the optimal layer drops 76 mV. The field is 102 V/cm and the drift speed is $4.0\times10^5$ cm/s, well below the saturation speed of several $10^6$ cm/s (a rough value). A low-field mobility is therefore reasonable.

## Part (e): avalanche multiplication in place of a critical field

**Question.** Impact ionization depends on the whole field profile, not on its peak alone. Let electrons and holes share an effective ionization coefficient $\alpha=\alpha_c(E/E_c)^n$. Derive the breakdown condition and choose $\alpha_c$ so that the NPT layer still breaks down at $V$ with peak field $E_c$. Re-optimize the layer, and find what happens as $n\to\infty$.

**Model answer.** Each carrier creates $\alpha$ pairs per unit length. In steady state the total current density $J$ is uniform, and with equal coefficients the pairs created in $dx$ add $\alpha J\,dx$ to the current. If $J_s$ is the current supplied by other sources, then
$$
J=J_s+J\int_0^W\alpha\,dx,\qquad
J=\frac{J_s}{1-\int_0^W\alpha\,dx}.
$$
Breakdown is the divergence at $\int_0^W\alpha\,dx=1$.

Let the peak field now be $E_0$, and define $\eta=qNW/(\varepsilon E_0)$. With $s=x/W$ the field is $E_0(1-\eta s)$, and
$$
\int_0^W\alpha\,dx=\alpha_cW\left(\frac{E_0}{E_c}\right)^n g(\eta),
$$
$$
g=\int_0^1(1-\eta s)^n ds=\frac{1-(1-\eta)^{n+1}}{(n+1)\eta}.
$$
For the NPT layer $E_0=E_c$, $W=2V/E_c$ and $g=1/(n+1)$. The calibration is therefore $\alpha_c=(n+1)E_c/(2V)$.

For any other layer, part (a) with $E_c$ replaced by $E_0$ gives $W=V/[E_0(1-\eta/2)]$. Inserting this and $\alpha_c$ in the breakdown condition,
$$
\frac{(n+1)g}{2(1-\eta/2)}\left(\frac{E_0}{E_c}\right)^{n-1}=1 .
$$
The resistance carries $E_0^{-3}$ in place of $E_c^{-3}$. With $p=3/(n-1)$,
$$
\frac{R}{R_0}=\left(\frac{E_c}{E_0}\right)^3\frac{1}{4\eta(1-\eta/2)^2}
=\frac{1}{4\eta(1-\eta/2)^2}
\left[\frac{(n+1)g}{2(1-\eta/2)}\right]^p .
$$

Near the optimum $(1-\eta)^{n+1}$ is small, so $(n+1)g\simeq1/\eta$. Then $R\propto\eta^{-(1+p)}(1-\eta/2)^{-(2+p)}$. Setting the logarithmic derivative to zero gives
$$
\frac{1+p}{\eta}=\frac{2+p}{2-\eta},\qquad
\eta\simeq\frac{2(1+p)}{3+2p}.
$$
As $n\to\infty$, $p\to0$. At fixed $\eta>0$ the bracket stays finite, so its $p$th power tends to 1. The fixed-field law, $\eta=2/3$ and the factor $27/32$ return. A critical field is thus the limit of an infinitely steep ionization law.

Take $n=7$ as a model value, so that $p=1/2$ and $\alpha_c=8000$ cm$^{-1}$. The design of part (d) then has
$$
\int_0^{W_1}\alpha\,dx=8000\times7.5\times10^{-4}\times
\frac{1-3^{-8}}{8(2/3)}=1.125
$$
at 100 V. This exceeds 1, so the layer breaks down early. With $N$ and $W$ held fixed, its fall of field is fixed too. The integral is then proportional to $E_0^8-E_{\rm end}^8$, in which the second term is negligible. The peak must drop by the factor $1.125^{-1/8}=0.985$, or about $2.9\times10^3$ V/cm. Multiplied by 7.5 µm this is a loss of 2.2 V, leaving a true blocking voltage of 97.8 V.

To restore 100 V at least resistance, the approximate formula gives $\eta=3/4$, in agreement with the numerical optimum $0.750$. The layer is then 8.09 µm thick with $N=1.62\times10^{15}$ cm$^{-3}$ and a peak field of 0.198 MV/cm. Its resistance is 0.798 mΩ cm$^2$, and
$$
\frac{R}{R_0}=0.881 .
$$
The saving shrinks from 15.6% to 11.9%. For $n=5$ and $n=9$ the ratios are $0.894$ and $0.874$. The flatter field keeps more of the layer near the peak, where ionization is strong, and this takes back part of the gain.

## Part (f): leakage by tunnelling and by heat

**Question.** Estimate the direct interband tunnelling current in the layer of part (d). Use a symmetric two-band model with gap $E_g=0.80$ eV and mass $m=0.04\,m_e$. Compare it with thermal generation for $n_i=2\times10^{13}$ cm$^{-3}$ at 300 K and a generation lifetime $\tau=10$ µs.

**Model answer.** Measure the energy $u$ from midgap. The two bands obey
$$
u^2=\left(\frac{E_g}{2}\right)^2+\frac{E_g\hbar^2(k_x^2+k_\perp^2)}{2m},
$$
which reduces to mass $m$ near either band edge. In the gap $k_x=i\kappa$, so
$$
\kappa=\frac1\hbar\sqrt{\frac{2m}{E_g}}\sqrt{a^2-u^2},\qquad
a^2=\frac{E_g^2}{4}+\frac{E_g\hbar^2k_\perp^2}{2m}.
$$
The tunnelling distance is about $E_g/(qE)=40$ nm at the peak, far less than $W_1$, so as a first approximation the field is taken as uniform along each path. Then $du=qE\,dx$, and the semiclassical exponent is
$$
S=2\int\kappa\,dx=\frac{2}{qE\hbar}\sqrt{\frac{2m}{E_g}}
\int_{-a}^{a}\sqrt{a^2-u^2}\,du
=\frac{\pi a^2}{qE\hbar}\sqrt{\frac{2m}{E_g}},
$$
since the last integral is the half-disc area $\pi a^2/2$. Inserting $a^2$ gives $S=S_0+ck_\perp^2$ with
$$
S_0=\frac{\pi\sqrt{2m}\,E_g^{3/2}}{4\hbar qE},\qquad
c=\frac{\pi\hbar}{qE}\sqrt{\frac{E_g}{2m}} .
$$

For each spin and each $k_\perp$, electrons arrive at the barrier at a rate $du/(2\pi\hbar)$ in the energy interval $du=qE\,dx$. Take the transmission as $e^{-S}$ with unit prefactor. The generation rate per volume is then
$$
G=\frac{2qE}{2\pi\hbar}\int\frac{d^2k_\perp}{4\pi^2}e^{-S}
=\frac{qE}{\pi\hbar}\frac{e^{-S_0}}{4\pi c}
=\frac{(qE)^2}{4\pi^3\hbar^2}\sqrt{\frac{2m}{E_g}}\,e^{-S_0}.
$$
At 0.20 MV/cm, $S_0=28.8$ and $G=1.8\times10^{18}$ cm$^{-3}$s$^{-1}$. Integrating $qG$ over the actual field profile gives $9.7\times10^{-6}$ A/cm$^2$. The current comes mainly from near the junction: $S_0\propto1/E$ grows by about 1 over a distance $W_1/(\tfrac23S_0)\simeq0.4$ µm. That is only about ten tunnelling distances, and paths centred within about 20 nm of the junction reach into the p region, where the field collapses. Following each path through the actual potential lowers the current by about 5%, to roughly $9.3\times10^{-6}$ A/cm$^2$.

With thermal generation at the rate $n_i/\tau$ throughout the depleted layer,
$$
J_{\rm th}=\frac{qn_iW_1}{\tau}=2.4\times10^{-4}\ \mathrm{A/cm^2}
$$
at 300 K. For exactly these inputs, direct tunnelling adds about 4% of this. The share is very sensitive to the field, which enters through an exponent: a peak field 10% higher lowers $S_0$ by 2.6 and raises the peak rate more than tenfold. A 10% change in $m$ moves the current by about a factor of 4. Since $E_c$ and $m$ are only rough values, the 4% is not a prediction for a real layer. Phonon-assisted tunnelling across the smaller indirect gap is left out, so the estimate is not a bound on all tunnelling.

Temperature matters more. Take $n_i\propto T^{3/2}\exp[-E_x/(2k_BT)]$, where $k_B$ is Boltzmann's constant and $E_x=0.78$ eV is a rough extrapolated gap, and hold $\tau$ fixed. At 350 K the thermal leakage is then $2.6\times10^{-3}$ A/cm$^2$, which would dissipate 0.26 W/cm$^2$ at 100 V if there were no avalanche multiplication. All leakage currents in this part are such primary currents. By part (e) they are multiplied by $1/(1-\int\alpha\,dx)$, which grows without limit as the voltage approaches breakdown, so a real layer must be operated well below that voltage; with $n=7$ the factor is 1.6 at 80 V and 2.8 at 90 V. Diffusion of minority carriers from the neutral heavy regions is also left out. It scales as $n_i^2$, and for a region 1 µm thick doped to $10^{18}$ cm$^{-3}$ and ending at an ohmic contact it is of order $10^{-3}$ A/cm$^2$ at 350 K, comparable with the generation current. At 400 K, $n_i/N_1=0.85$: intrinsic carriers rival the donors, and the assumption that the electron density equals $N$ fails.

## Part (g): the model beside a real device

**Question.** Which assumptions matter most for a real germanium layer, and by how much do they move the result?

**Model answer.** The permittivity, mobility and critical field are rough typical values for lightly doped germanium near room temperature; the lifetime is a chosen value, and real lifetimes vary widely with material quality. Of the effects on the resistance ratio estimated here, the largest up to about 350 K comes from the fixed critical field. Replacing it by the $n=7$ avalanche law moves the ratio from $0.844$ to $0.881$. Real electron and hole coefficients are unequal and follow no single power, so the second number is also a model result. A weak doping dependence $\mu\propto N^{-0.05}$, applied to the two fixed-field designs, changes $0.844$ to $0.839$.

Warming to 350 K with $\mu\propto T^{-1.7}$, and with the electron density still equal to $N$, raises both resistances by 30% and cancels in their ratio. Intrinsic carriers, with $n_i/N_1=0.14$ at that temperature, make the real rise somewhat smaller and shift the ratio slightly: with a rough hole mobility of 1900 cm$^2$/Vs falling as $T^{-2.3}$, the rise is about 26% and the ratio $0.839$. At 400 K the ratio falls to about $0.79$, a larger shift than that from avalanche. With heavy regions doped to $10^{18}$ cm$^{-3}$, the depletion approximation gives voltage drops there of 0.18 V and 0.02 V. The gradual edge of the mobile charge adds roughly $k_BT/q\simeq0.03$ V or less to each, and both remain small beside 100 V. The Debye length at doping $N_1$ is 0.12 µm, or 1.6% of $W_1$. A depletion edge inside a layer of this doping would be blurred over a few such lengths. This concerns the NPT design, whose doping is similar; the blocking PT layer has no depletion edge inside it. The donor density is $1.6\times10^{-4}$ of a rough band density of states of $10^{19}$ cm$^{-3}$, so the electrons are not degenerate. Germanium's valley masses are anisotropic, but cubic symmetry makes the ohmic mobility isotropic when the equivalent valleys are equally filled.

Current spreading from the channel, partial depletion of the layer near the p region in the on state, field crowding at the device edge, contact resistance and substrate resistance lie outside this one-dimensional model. A series resistance common to both designs would bring the ratio of total resistances closer to 1. The rule $W=3V/(2E_c)$ is thus a starting point for a uniformly doped layer with a known effective critical field; a suitably graded doping does better, reaching about $0.75R_0$ in the fixed-field model. The avalanche integral of the finished profile should set the final thickness and doping. The main computed values are in the numerical output.

## Numbers as computed

```
Input: V = 100 V, Ec = 0.20 MV/cm, T = 300 K
Input: mobility = 3900 cm2/Vs, rel. permittivity = 16
NPT thickness = 10.000 um
NPT doping = 1.7684e+15 cm^-3
NPT specific resistance = 0.9050 mohm cm2
PT thickness = 7.500 um
PT doping = 1.5719e+15 cm^-3
PT far-end field = 0.0667 MV/cm
PT specific resistance = 0.7636 mohm cm2
Thickness ratio PT/NPT = 0.75000
Doping ratio PT/NPT = 0.88889
Resistance ratio PT/NPT = 0.843750; 27/32 = 0.843750
Poisson check: peak 0.20000, end 0.06667 MV/cm
Fixed Ec, W = 6.5 um: R/R_NPT = 0.9154
Fixed Ec, W = 7.0 um: R/R_NPT = 0.8575
Fixed Ec, W = 8.5 um: R/R_NPT = 0.8773
Fixed Ec, W = 12.5 um: R/R_NPT = 1.2500
-- avalanche integral, alpha ~ E^n, calibrated on NPT --
n=7: alpha at Ec = 8000 cm^-1
n=7: integral in fixed-Ec PT design at V = 1.1248
n=7: true blocking voltage of that design = 97.81 V
n=5: best drop = 0.7773, R/R_NPT = 0.8939
n=7: best drop = 0.7499, R/R_NPT = 0.8813
n=9: best drop = 0.7333, R/R_NPT = 0.8737
n=7 best: W = 8.086 um, N = 1.6226e+15 cm^-3
n=7 best: peak = 0.1979 MV/cm, R = 0.7976 mohm cm2
-- other neglected effects, PT design --
Tunnel input: direct gap 0.80 eV, mass 0.04 m_e
Tunnel action at Ec = 28.79
Tunnel generation at Ec = 1.76e+18 cm^-3 s^-1
Tunnel leakage = 9.70e-06 A/cm2
Thermal input: ni(300 K) = 2.0e+13 cm^-3, gap 0.78 eV, lifetime 10 us
300 K: ni = 2.00e+13 cm^-3, ni/N = 0.013, leakage = 2.40e-04 A/cm2
350 K: ni = 2.17e+14 cm^-3, ni/N = 0.138, leakage = 2.61e-03 A/cm2
400 K: ni = 1.34e+15 cm^-3, ni/N = 0.851, leakage = 1.61e-02 A/cm2
Blocking heat at 350 K = 0.261 W/cm2
Mobility ~ T^-1.7: R(350 K)/R(300 K) = 1.300
Mobility ~ N^-0.05: ratio PT/NPT = 0.8388
Heavy-layer doping = 1.0e+18 cm^-3
Heavy-layer drops: p side 0.177 V, n side 0.020 V
Debye length = 0.121 um, over W = 0.0161
Band density of states = 1.0e+19 cm^-3, N/Nc = 1.57e-04
On state at 100 A/cm2: field = 101.8 V/cm, speed = 3.97e+05 cm/s
On-state voltage drop = 76.4 mV
```
